Onsager reciprocity in a magnetic field from the Boltzmann equation

**1. Free electrons, where everything is visible**

Take electrons of charge -e (e > 0), mass m and density n, with one relaxation time τ. An electric field E lies in the xy plane and a magnetic field B points along z. In the steady state the force balance for the mean velocity u is

m u/τ = -e(E + u×B).

Since u×B = (u_y B, -u_x B), the current J = -n e u obeys, with ω = eB/m and σ₀ = ne²τ/m,

J_x + ωτ J_y = σ₀ E_x
J_y - ωτ J_x = σ₀ E_y.

Inserting J_y = σ₀E_y + ωτ J_x in the first line gives J_x(1 + ω²τ²) = σ₀(E_x - ωτ E_y). The other component follows in the same way, so

σ_xx = σ_yy = σ₀/(1 + ω²τ²)
σ_xy = -σ₀ωτ/(1 + ω²τ²) = -σ_yx.

Reversing B reverses ω, hence σ_xy(B) = σ_yx(-B). This is the Onsager relation, but the example cannot show where it comes from. Rotational symmetry about z already forces σ_xy = -σ_yx, and a mirror containing z forces σ_xy to be odd in B. A less symmetric case is needed.

**2. Two modes without rotational symmetry**

The matrix on the left above has two parts: a damping part, which does not change with B, and a magnetic part, which is antisymmetric and odd in B. Keep this structure but let the damping be any positive symmetric matrix:

K = [[p, r], [r, q]],  Ω = [[0, b], [-b, 0]],  b ∝ B.

The response is the inverse of the sum,

(K + Ω)⁻¹ = 1/(pq - r² + b²) · [[q, -(r + b)], [-(r - b), p]].

The off-diagonal elements are now neither equal nor opposite. They have a part r, even in B, and a part b, odd in B. Changing b to -b exchanges them, and the reciprocity survives. For r = 0 and p = q the result of section 1 returns.

If the damping matrix had different off-diagonal elements r₁ (upper) and r₂ (lower), the upper response element at b would be -(r₁ + b)/[pq - (r₁ + b)(r₂ - b)] and the lower one at -b would be -(r₂ + b)/[pq - (r₁ - b)(r₂ + b)]. Over a common denominator, the numerator of their difference is -(r₁ - r₂)[pq - (r₁ + b)(r₂ + b)], which is nonzero apart from isolated values of b. At b = 0 the two elements are simply proportional to r₁ and r₂. So two properties matter: K is symmetric, and Ω is antisymmetric and odd in B. The task is to find out whether the Boltzmann equation has them.

**3. The linear Boltzmann equation of a band**

Consider one band ε(k) with velocity v = ∇_k ε/ħ. The force is -e(E + v×B), so the steady distribution f obeys

v·∇_r f - (e/ħ)(E + v×B)·∇_k f = C[f],

where C is the collision integral. I assume that ε and the scattering rates do not depend on B, that the scatterers stay in equilibrium (no phonon drag), and that Berry curvature, orbital moments and Landau quantization can be left out.

Let f₀ be the local Fermi function with temperature T and chemical potential μ, and write

f = f₀ + wφ,  w = -∂f₀/∂ε = f₀(1 - f₀)/k_BT.

To first order in the driving forces, the terms on the left are as follows.

- Gradients: f₀ depends on (ε - μ)/T, so v·∇_r f₀ = w v·[∇μ + (ε - μ)∇T/T].
- Electric force: ∇_k f₀ = -wħv, so -(e/ħ)E·∇_k f₀ = +e w v·E.
- Magnetic force on f₀: it is proportional to (v×B)·v and vanishes.
- Magnetic force on wφ: ∇_k w is parallel to v, so w is not differentiated. The term is Ω_B φ, with

Ω_B = -(e/ħ) w (v×B)·∇_k.

The remaining terms, E·∇_k(wφ) and v·∇_r(wφ), are of second order in the forces and gradients. Define the forces

X_e = E + ∇μ/e,  X_q = -∇T/T.

The first two items sum to w v·[e X_e - (ε - μ)X_q]. Moving them to the right, and writing C[f] = -Kφ to first order, gives

(K + Ω_B)φ = Σ_j s_j X_j,  s_j = w a_j,
a_e = -e v,  a_q = (ε - μ)v.

Here j denotes both the type of force and its direction. The electric current carries -e v per electron and the heat current (ε - μ)v. With the inner product ⟨χ,ψ⟩ = (2/V) Σ_k χψ, where 2 counts spin and V is the volume (the area in two dimensions),

J_i = ⟨a_i, wφ⟩ = ⟨s_i, φ⟩.

The functions that drive the system are therefore the functions that read out the currents. This depends on the choice of X_q: with -∇T as the thermal force, a factor T would appear between the cross coefficients. If φ_j is the solution for a unit force X_j, then

L_ij(B) = ⟨s_i, φ_j⟩,  J_i = Σ_j L_ij X_j.

**4. Why the collision operator is symmetric**

Write W = W(k→k') and W' = W(k'→k), and mark quantities at k' with a prime. With Pauli blocking,

C[f]_k = Σ_k' [W' f'(1 - f) - W f(1 - f')].

A bath in equilibrium, whose rates balance pair by pair, gives

W f₀(1 - f₀') = W' f₀'(1 - f₀).  (detailed balance)

Now vary f by δf = wφ. The coefficient of δf' is W'(1 - f₀) + W f₀. By detailed balance W'(1 - f₀) = W f₀(1 - f₀')/f₀', so the coefficient equals

W f₀[(1 - f₀')/f₀' + 1] = W f₀/f₀'.

Multiplying by w' = f₀'(1 - f₀')/k_BT gives the factor in front of φ':

P_kk' = W f₀(1 - f₀')/k_BT.

The coefficient of δf is -[W' f₀' + W(1 - f₀')]. Here W' f₀' = W f₀(1 - f₀')/(1 - f₀), so the bracket equals W(1 - f₀')/(1 - f₀), and multiplication by w again gives P_kk'. Thus

(Kφ)_k = Σ_k' P_kk'(φ_k - φ_k').

Detailed balance states that P_kk' = P_k'k. Hence K is symmetric, and exchanging the summation labels in one half of the sum gives

Σ_k φ_k(Kφ)_k = ½ Σ_kk' P_kk'(φ_k - φ_k')² ≥ 0.

A constant φ is undamped because collisions conserve particle number. If all scattering is elastic, every function of energy is undamped.

**5. Why magnetic streaming is antisymmetric**

Set u = w(v×B). Its divergence in k space is

∇_k·u = ∇_k w·(v×B) + w B·(∇_k×v) = 0.

The first term vanishes because ∇_k w is parallel to v, the second because v is a gradient. The product rule then gives, for any smooth periodic χ and ψ,

χ u·∇_kψ = ∇_k·(χψu) - ψ u·∇_kχ.

The total divergence integrates to zero over the periodic Brillouin zone. Multiplying the rest by -e/ħ yields

⟨χ, Ω_Bψ⟩ = -⟨ψ, Ω_Bχ⟩.

Since Ω_B is linear in B,

Ω_Bᵀ = -Ω_B = Ω_{-B}.

The Lorentz force moves electrons along constant-energy contours as an incompressible flow. Transposing the operator runs this flow backwards, as does reversing the field.

For free electrons, Ω_B acting on v_x gives -ω w v_y and acting on v_y gives +ω w v_x, which is the antisymmetric pair of section 1.

**6. The proof, without inverting K**

The undamped modes prevent the use of K⁻¹, so existence and uniqueness come first. Suppose (K + Ω_B)φ = 0. Taking the inner product with φ removes Ω_B by antisymmetry and leaves ⟨φ,Kφ⟩ = 0. The sum of squares in section 4 then requires φ_k = φ_k' wherever P_kk' > 0, hence Kφ = 0, and therefore also Ω_Bφ = 0. The null space is the same for B and -B.

Assume that its members are functions of energy, g(ε). The sources are orthogonal to them: each product g(ε)s_j is v times a function of energy, which is the k gradient of a periodic function and integrates to zero. For a finite set of states this orthogonality guarantees a solution, because the range of a matrix is the orthogonal complement of the null space of its transpose. For a continuum I assume that solutions exist. Adding a null mode to φ_j does not change ⟨s_i, φ_j⟩, so L is unique.

Now let

(K + Ω_B)φ_j = s_j,  (K + Ω_{-B})ψ_i = s_i.

Then

L_ij(B) = ⟨s_i, φ_j⟩
= ⟨(K + Ω_{-B})ψ_i, φ_j⟩  (equation for ψ_i)
= ⟨ψ_i, (K + Ω_B)φ_j⟩  (Kᵀ = K and Ω_{-B}ᵀ = Ω_B)
= ⟨ψ_i, s_j⟩  (equation for φ_j)
= L_ji(-B).

The last equality is the definition of L at the reversed field. For i = j the result says that the diagonal coefficients are even in B. At B = 0 the matrix L is symmetric.

**7. Random matrices**

The crystal entered the proof of section 6 only to make the sources orthogonal to the undamped modes. The result should therefore hold for any finite set of states with the two operator properties and such sources. I drew 100 systems of 40 states. The reduced energies x = (ε - μ)/k_BT were uniform between -2 and 2. The rates were W(k→k') = G_kk' b(x' - x), with G random, positive and symmetric, and b(y) = y/(e^y - 1). Because b(-y) = e^y b(y), they obey detailed balance. K was obtained by numerical differentiation of the nonlinear collision integral, and its relative asymmetry was at most 1×10⁻¹³.

Ω was a random antisymmetric matrix that annihilates constants, and four random sources orthogonal to constants gave a 4×4 matrix L. I measure violations by the largest element of

|L_ij(B) - L_ji(-B)| / √|L_ii L_jj|.

Over all draws it was at most 6×10⁻¹⁴, which is the level of rounding error. Three changes show what this agreement depends on:

- Comparing L(B) with its own transpose, without reversing the field, gave a median mismatch of 0.50.
- Adding to K a random antisymmetric part that does not reverse with B gave 0.67.
- Adding to Ω a small symmetric part that is odd in B gave 0.09.

These values belong to the chosen ensembles. What matters is that they are not zero.

**8. Collisions that are not symmetric**

Detailed balance between k and k' does not follow from time-reversal symmetry alone. For ε(k) = ε(-k), time reversal relates different pairs of states: W(k→k') = W(-k'→-k). Skew scattering from a nonmagnetic, spin-independent scatterer without inversion symmetry can obey this although W(k→k') ≠ W(k'→k). Does the reciprocity survive?

Take elastic scattering of independent electrons. Each electron then scatters as if the others were absent, so the collision integral is written without blocking factors:

C[f]_k = Σ_k' (W' f' - W f).

With w' = w on the energy shell, the off-diagonal elements are K_kk' = -w W(k'→k). Let Θ exchange k and -k. Then

(ΘKΘ)_kk' = -w W(-k'→-k) = -w W(k→k') = (Kᵀ)_kk'.

The diagonal elements agree as well, since a stationary equilibrium requires equal total rates into and out of each state. In Ω_B both v and ∇_k change sign under Θ, while w does not. Thus

ΘKΘ = Kᵀ,  ΘΩ_BΘ = Ω_B,  Θs_j = -s_j.

Write A_B = K + Ω_B. Then A_{-B}ᵀ = Kᵀ + Ω_B = ΘA_BΘ, and so A_{-B}ᵀΘφ_j = Θs_j = -s_j. With A_{-B}ψ_i = s_i, and assuming solvability as before,

L_ji(-B) = ⟨s_j, ψ_i⟩ = -⟨A_{-B}ᵀΘφ_j, ψ_i⟩
= -⟨Θφ_j, s_i⟩ = -⟨φ_j, Θs_i⟩ = L_ij(B).

The two minus signs from the odd sources cancel. Symmetry of K is therefore sufficient but not necessary.

Random matrices with these algebraic symmetries gave a mismatch of at most 9×10⁻¹⁶. When the antisymmetric part of K was instead even under Θ, the median was 0.17. An example of such a part would be skew scattering from a fixed magnetization that is not reversed along with B.

**9. Thermomagnetic coefficients and dissipation**

Group the coefficients into blocks:

J_e = L^ee X_e + L^eq X_q
J_q = L^qe X_e + L^qq X_q.

With no electric current, X_e = (L^ee)⁻¹L^eq ∇T/T. This defines the thermopower tensor by X_e = S∇T. At uniform temperature, X_e = (L^ee)⁻¹J_e, which defines the Peltier tensor by J_q = ΠJ_e. Hence

S = (L^ee)⁻¹L^eq/T,  Π = L^qe(L^ee)⁻¹.

Transpose Π and use the reciprocity of both blocks:

Π(B)ᵀ = [L^ee(B)ᵀ]⁻¹ L^qe(B)ᵀ = [L^ee(-B)]⁻¹ L^eq(-B) = T S(-B).

In components, Π_ab(B) = T S_ba(-B). This is the Kelvin relation in a magnetic field. For a ≠ b it links a transverse voltage produced by a temperature gradient to a transverse heat current produced by an electric current. In a crystal without mirrors both can exist already at B = 0; the part of the transverse voltage that is odd in B is the Nernst effect.

Taking the inner product of the transport equation with φ gives

Σ_i X_i J_i = ⟨φ, (K + Ω_B)φ⟩ = ⟨φ, Kφ⟩ ≥ 0.

The left side is T times the entropy production. To see this, let u and s include the bath, which takes up the energy that electrons lose in collisions and has the same local temperature. Then combine T∂s/∂t = ∂u/∂t - μ∂n/∂t with the conservation laws for energy and particles, whose energy current is J_q - μJ_e/e. The result is

T∂s/∂t = -∇·J_q + J_e·(E + ∇μ/e).

Adding T∇·(J_q/T) = ∇·J_q - J_q·∇T/T leaves J_e·X_e + J_q·X_q. The magnetic field changes φ, and so can change the dissipation, but streaming itself produces no entropy.

**10. A band in which the relation is not trivial**

To return to crystal electrons, take a two-dimensional model with round parameters. With θ_x = k_x a and θ_y = k_y a,

ε = -2t₁ cos θ_x - 2t₂ cos θ_y - 2t₃ cos(θ_x + θ_y),

where t₁, t₂, t₃ = 0.05, 0.03, 0.02 eV and a = 1 nm. Hopping along one diagonal removes the mirrors x → -x and y → -y, which would make σ_xy odd in B. Unequal t₁ and t₂ remove the mirror x ↔ y, which would impose σ_xy(B) = σ_yx(-B) by symmetry alone. I set μ = -0.05 eV, T = 600 K and B = 10 T along z.

The rates are an average over final states of

Γ[1 + 0.5 cos(θ_x - θ_x') + 0.3 cos(θ_y - θ_y')] b((ε' - ε)/k_BT),

with Γ = 10¹³ s⁻¹. They are inelastic and obey detailed balance.

The semiclassical description needs a small magnetic phase per cell, and here eBa²/ħ = 0.015. A cyclotron energy estimated from the hopping t₁ is 2t₁ × 0.015 ≈ 1.5 meV, well below k_BT = 52 meV. The mean relaxation rate of a single occupation, W'f₀' + W(1 - f₀') summed over k' and weighted by w, is 8.1×10¹² s⁻¹, so ħ times this rate is about 5 meV, also below k_BT.

The transport equation was solved as a linear system on a grid in k, with derivatives taken from trigonometric interpolation. The grid version of Ω_B was not made antisymmetric by hand, so the reciprocity can fail at finite resolution. The mismatch of section 7 was 4×10⁻³ on a 9×9 grid, 2×10⁻⁷ on 21×21 and 2×10⁻⁹ on 27×27. Without field reversal it was 0.41 on the finest grid, from which the values below are taken.

The sheet conductances, in mS, are

L^ee(B) = [[2.411, -0.017], [0.607, 0.977]]
L^ee(-B) = [[2.411, 0.607], [-0.017, 0.977]].

The part of L^ee_xy even in B is (-0.017 + 0.607)/2 = 0.295 mS, and the odd part is (-0.017 - 0.607)/2 = -0.312 mS. They correspond to -r and -b of section 2, each divided by pq - r² + b². At this field they nearly cancel in one element and add in the other.

The thermoelectric blocks, in μA, are

L^eq(B) = [[-45.20, -1.58], [4.41, -0.67]]
L^qe(-B) = [[-45.20, 4.41], [-1.58, -0.67]],

again transposes of each other. One thermopower element can be followed by hand. The determinant of L^ee(B) is

2.411 × 0.977 + 0.017 × 0.607 ≈ 2.37 mS².

The xy element of (L^ee)⁻¹L^eq is then

[0.977 × (-1.58) - (-0.017) × (-0.67)]/2.37 ≈ -0.66 mV,

because μA/mS = mV. Division by 600 K gives S_xy(B) = -1.1 μV/K. The Peltier element computed from the solution at reversed field is Π_yx(-B) = -0.66 mV, as the Kelvin relation requires. The other transverse element is much larger: S_yx(B) = 26.8 μV/K, equal to Π_xy(-B)/T. About half of it, 13.7 μV/K, is even in B, which is allowed only because the mirrors x → -x and y → -y are absent; the odd (Nernst) part is 13.1 μV/K.

For the dissipation, take E = (1000, 500) V/m, uniform μ, and -∇T/T = (5000, -8000) m⁻¹. These values merely set a scale, since the response is linear. The currents give Σ_i X_iJ_i = 2744 W/m², and the collision form ⟨φ,Kφ⟩ gives the same value.

**11. Where the argument stops**

The proof needs sources that match the measured currents, a streaming flow without divergence, and collisions with one of the two symmetries discussed, the second of which also requires ε(k) = ε(-k). A Zeeman shift makes ε and w depend on B, and v as well if the g factor varies with k. Berry curvature changes both the velocity and the measure in k space. Phonon drag adds variables that are absent from φ. In such cases the operators must be written down anew and their behaviour under transposition and field reversal examined. A nonlinear response is also outside the statement, since L was defined by the first-order solution.
